# Adsorbate entropy on a cosine corrugation, compared with the Campbell–Sellers line: test program

```python
"""Entropy of a structureless adsorbate on a square cosine corrugation.

Result under test: per lateral direction the hindered-translator entropy is
    s_hindered = s_oscillator(u) + excess(w),
    excess(w) = ln[sqrt(2 pi w) exp(-w) I0(w)] + w (1 - I1/I0) - 1/2,
with u = hbar omega / kT, w = W / (2 kT), W the barrier between sites and
omega = (2 pi / a) sqrt(W / (2 m)). It is compared with exact Bloch bands,
with harmonic and free motion, and with the line 0.70 S_gas - 3.3 R.
Hartree atomic units; entropies are in units of R (k_B per particle).
Coverage is the number of particles per site; the particles do not interact.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaln, i0e, i1e

HARTREE = const.physical_constants["Hartree energy"][0]
BOHR = const.physical_constants["Bohr radius"][0]
PRESSURE = 1.0e5 / (HARTREE / BOHR**3)

MASS = 70000.0
KT = 0.001
SPACING = 5.0
BARRIER = 0.004
OMEGA_Z = 0.0003
COVERAGE = 0.01


def wavelength(mass, kt):
    return np.sqrt(2 * np.pi / (mass * kt))


def gas_entropy(mass, kt):
    return np.log(kt / (PRESSURE * wavelength(mass, kt)**3)) + 2.5


def oscillator_entropy(u):
    return u / np.expm1(u) - np.log(-np.expm1(-u))


def lateral_omega(mass, barrier):
    return 2 * np.pi / SPACING * np.sqrt(barrier / (2 * mass))


def bessel_ratio(w):
    return i1e(w) / i0e(w)


def excess(w):
    return (np.log(np.sqrt(2 * np.pi * w) * i0e(w))
            + w * (1 - bessel_ratio(w)) - 0.5)


def free(mass, kt, barrier=0.0):
    return 2 * np.log(SPACING / wavelength(mass, kt)) + 1


def harmonic(mass, kt, barrier):
    return 2 * oscillator_entropy(lateral_omega(mass, barrier) / kt)


def hindered(mass, kt, barrier):
    return harmonic(mass, kt, barrier) + 2 * excess(barrier / (2 * kt))


def thermal(levels, kt, copies=1):
    """ln q and entropy from levels; copies = number of k points averaged."""
    boltzmann = np.exp(-levels / kt)
    log_q = np.log(boltzmann.sum() / copies)
    energy = (levels * boltzmann).sum() / boltzmann.sum()
    return log_q, log_q + energy / kt


def bands(mass, kt, barrier, n_k=8, n_max=80):
    """ln q per site and entropy of one lateral direction, plane waves."""
    index = np.arange(-n_max, n_max + 1)
    coupling = np.full(2 * n_max, -barrier / 4)
    hopping = np.diag(coupling, 1) + np.diag(coupling, -1)
    levels = []
    for k in (np.arange(n_k) + 0.5) / n_k:
        kinetic = (2 * np.pi * (index + k) / SPACING)**2 / (2 * mass)
        levels.append(np.linalg.eigvalsh(
            np.diag(kinetic + barrier / 2) + hopping))
    return thermal(np.concatenate(levels), kt, n_k)


def band_entropy(mass, kt, barrier):
    return 2 * bands(mass, kt, barrier)[1]


def dilute_configuration(theta):
    return 1 - np.log(theta)


def lattice_configuration(theta):
    return -np.log(theta) - (1 - theta) / theta * np.log1p(-theta)


# Gas entropy against explicit levels of a large cubic box
box = 2000.0
box_levels = (np.pi * np.arange(1, 60001) / box)**2 / (2 * MASS)
box_entropy = (3 * thermal(box_levels, KT)[1]
               + 1 - np.log(PRESSURE * box**3 / KT))
s_gas = gas_entropy(MASS, KT)
assert abs(box_entropy - s_gas) < 1e-3  # wall correction is about Lambda/L

# Oscillator entropy against an explicit level sum
u_z = OMEGA_Z / KT
s_z = oscillator_entropy(u_z)
assert abs(thermal(OMEGA_Z * (np.arange(400) + 0.5), KT)[1] - s_z) < 1e-10

# Configurational terms against direct counting
number = 10**6
for theta in (0.01, 0.3):
    sites = number / theta
    log_free = number * np.log(sites) - gammaln(number + 1)
    log_lattice = (gammaln(sites + 1) - gammaln(number + 1)
                   - gammaln(sites - number + 1))
    assert abs(log_free / number - dilute_configuration(theta)) < 2e-5
    assert abs(log_lattice / number - lattice_configuration(theta)) < 2e-5
# One added particle gives the partial molar term, lower by one
n_small, m_small = 10000, 1000000
added = (np.log(m_small) - gammaln(n_small + 2) + gammaln(n_small + 1))
assert abs(added - (dilute_configuration(n_small / m_small) - 1)) < 2e-4

# Curvature of the corrugation at the minimum gives the frequency
def corrugation(x):
    return BARRIER / 2 * (1 - np.cos(2 * np.pi * x / SPACING))


step = 1e-3
curvature = (corrugation(step) - 2 * corrugation(0.0)
             + corrugation(-step)) / step**2
omega = lateral_omega(MASS, BARRIER)
assert abs(np.sqrt(curvature / MASS) / omega - 1) < 1e-5

# Free motion and the hindered translator against exact bands
assert abs(band_entropy(MASS, KT, 0.0) - free(MASS, KT)) < 1e-8
scan = []
for barrier in (0.0005, 0.001, 0.002, 0.004, 0.01, 0.02):
    row = (barrier, harmonic(MASS, KT, barrier),
           hindered(MASS, KT, barrier), band_entropy(MASS, KT, barrier))
    assert abs(row[2] - row[3]) < 1e-3  # neglected terms scale as u^2/24
    assert row[3] < free(MASS, KT)
    scan.append(row)
light_mass = 2000.0
light_hindered = hindered(light_mass, KT, BARRIER)
light_band = band_entropy(light_mass, KT, BARRIER)
assert abs(light_hindered - light_band) < 0.05  # here u exceeds one

# High-barrier law: excess per direction tends to kT/(2W)
high = 0.04
high_excess = (band_entropy(MASS, KT, high) - harmonic(MASS, KT, high)) / 2
high_ratio = high_excess / (KT / (2 * high))
assert abs(high_ratio - 1) < 0.06  # next term is relatively 1.5 kT/W

# Barriers at which the order of the models changes
cross_free = brentq(lambda b: harmonic(MASS, KT, b) - free(MASS, KT),
                    1e-4, 4e-3) / KT
assert abs(cross_free - np.e / np.pi) < 2e-3  # quantum shift of order u^2
cross_hindered = 2 * brentq(excess, 0.1, 1.3)
at_cross = cross_hindered * KT
assert abs(band_entropy(MASS, KT, at_cross)
           - harmonic(MASS, KT, at_cross)) < 1e-3


def variance_cosine(w):
    r = bessel_ratio(w)
    return 1 - r / w - r**2


w_peak = brentq(lambda w: w**2 * variance_cosine(w) - 0.5, 0.5, 3.0)
w_grid = np.linspace(0.05, 30, 6000)
assert abs(w_grid[np.argmax(excess(w_grid))] - w_peak) < 0.01
assert np.all(excess(w_grid[w_grid > cross_hindered / 2]) > 0)

# Partition-function ratio, hindered over harmonic, both directions
w = BARRIER / (2 * KT)
u = omega / KT
q_ratio = 2 * np.pi * w * i0e(w)**2
log_q_harmonic = -u / 2 - np.log(-np.expm1(-u))
q_ratio_band = np.exp(2 * (bands(MASS, KT, BARRIER)[0] - log_q_harmonic))
assert abs(q_ratio / q_ratio_band - 1) < 3e-3

# Slopes against the gas entropy when mass or temperature is varied
def total(model, mass, kt):
    normal = oscillator_entropy(OMEGA_Z * np.sqrt(MASS / mass) / kt)
    return model(mass, kt, BARRIER) + normal


def slope(model, mass_power, kt_power):
    up, down = 1.01, 0.99
    high_state = (MASS * up**mass_power, KT * up**kt_power)
    low_state = (MASS * down**mass_power, KT * down**kt_power)
    return ((total(model, *high_state) - total(model, *low_state))
            / (gas_entropy(*high_state) - gas_entropy(*low_state)))


heat = 2 + 2 * w**2 * variance_cosine(w)
slopes = []
for name, model, expected in (("free", free, 2 / 2.5),
                              ("harmonic", harmonic, 3 / 2.5),
                              ("hindered", hindered, heat / 2.5),
                              ("bands", band_entropy, heat / 2.5)):
    by_mass, by_heat = slope(model, 1, 0), slope(model, 0, 1)
    assert abs(by_mass - 1) < 0.01      # quantum corrections only
    assert abs(by_heat - expected) < 0.01
    slopes.append((name, by_mass, by_heat))

# Comparison with the empirical line
line = 0.70 * s_gas - 3.3
config = dilute_configuration(COVERAGE)
lateral = {"free": free(MASS, KT),
           "hindered": hindered(MASS, KT, BARRIER),
           "harmonic": harmonic(MASS, KT, BARRIER)}
match = {"free": np.exp(lateral["free"] + s_z + 1 - line)}
for name in ("hindered", "harmonic"):
    match[name] = brentq(lambda t: lateral[name] + s_z
                         + lattice_configuration(t) - line, 1e-6, 0.999)
bare = lateral["harmonic"] + s_z
full_free = lateral["free"] + s_z + config
entropy_factor = np.exp(lateral["hindered"] - lateral["harmonic"])

print(f"mass {MASS:.0f} m_e; kT {KT:.4f} hartree")
print(f"temperature {KT * HARTREE / const.k:.1f} K")
print(f"spacing {SPACING:.1f} bohr; barrier W {BARRIER:.4f} hartree")
print(f"normal quantum {OMEGA_Z:.4f} hartree; coverage {COVERAGE:.2f}")
print(f"pressure {PRESSURE:.4e} hartree/bohr^3")
print(f"thermal wavelength {wavelength(MASS, KT):.5f} bohr")
print(f"lateral quantum {omega:.4e} hartree; u {u:.4f}; w {w:.3f}")
print(f"I0(w)exp(-w) {i0e(w):.5f}; I1/I0 {bessel_ratio(w):.5f}")
print(f"excess per direction {excess(w):.4f} R")
print(f"gas entropy {s_gas:.3f} R = {s_gas * const.R:.1f} J/(mol K)")
print(f"empirical line {line:.3f} R = {line * const.R:.1f} J/(mol K)")
print(f"normal vibration {s_z:.3f} R; configuration {config:.3f} R")
print("model: lateral, total, total minus line (R); J/(mol K)")
for name, value in lateral.items():
    whole = value + s_z + config
    print(f"  {name}: {value:.3f}, {whole:.3f}, {whole - line:+.3f};"
          f" {whole * const.R:.1f}")
print("coverage at which the model meets the line (per site)")
for name, value in match.items():
    print(f"  {name}: {value:.3f}")
print(f"bare harmonic, no configuration {bare:.3f} R")
print(f"bare harmonic minus line {bare - line:+.3f} R")
print(f"free total minus bare harmonic {full_free - bare:.3f} R")
print(f"  dynamical part {lateral['free'] - lateral['harmonic']:.3f} R")
print(f"free lateral entropy for the scan {free(MASS, KT):.4f} R")
print("W (hartree): harmonic, hindered, bands (R, lateral)")
for row in scan:
    print(f"  {row[0]:.4f}: {row[1]:.4f}, {row[2]:.4f}, {row[3]:.4f}")
print(f"light mass {light_mass:.0f} m_e; "
      f"u {lateral_omega(light_mass, BARRIER) / KT:.3f}")
print(f"  hindered {light_hindered:.4f} R; bands {light_band:.4f} R")
print(f"W/kT, harmonic = free: {cross_free:.4f}; e/pi {np.e / np.pi:.4f}")
print(f"W/kT, harmonic = hindered: {cross_hindered:.4f}")
print(f"W/kT at largest excess {2 * w_peak:.3f}; "
      f"excess {excess(w_peak):.4f} R")
print(f"high barrier {high:.3f} hartree; excess/(kT/2W) {high_ratio:.4f}")
print(f"q ratio hindered/harmonic {q_ratio:.4f}; bands {q_ratio_band:.4f}")
print(f"exp(entropy difference/R) {entropy_factor:.4f}")
print("slope dS_ads/dS_gas: by mass, by temperature")
for name, by_mass, by_heat in slopes:
    print(f"  {name}: {by_mass:.4f}, {by_heat:.4f}")
print("no test failed")
```

Output:

```
mass 70000 m_e; kT 0.0010 hartree
temperature 315.8 K
spacing 5.0 bohr; barrier W 0.0040 hartree
normal quantum 0.0003 hartree; coverage 0.01
pressure 3.3989e-09 hartree/bohr^3
thermal wavelength 0.29960 bohr
lateral quantum 2.1241e-04 hartree; u 0.2124; w 2.000
I0(w)exp(-w) 0.30851; I1/I0 0.69777
excess per direction 0.1940 R
gas entropy 18.708 R = 155.5 J/(mol K)
empirical line 9.796 R = 81.4 J/(mol K)
normal vibration 2.208 R; configuration 5.605 R
model: lateral, total, total minus line (R); J/(mol K)
  free: 6.629, 14.442, +4.647; 120.1
  hindered: 5.490, 13.303, +3.507; 110.6
  harmonic: 5.102, 12.915, +3.120; 107.4
coverage at which the model meets the line (per site)
  free: 1.043
  hindered: 0.285
  harmonic: 0.203
bare harmonic, no configuration 7.310 R
bare harmonic minus line -2.486 R
free total minus bare harmonic 7.132 R
  dynamical part 1.527 R
free lateral entropy for the scan 6.6295 R
W (hartree): harmonic, hindered, bands (R, lateral)
  0.0005: 7.1784, 6.5991, 6.5987
  0.0010: 6.4857, 6.5110, 6.5105
  0.0020: 5.7935, 6.2104, 6.2100
  0.0040: 5.1022, 5.4901, 5.4902
  0.0100: 4.1916, 4.3144, 4.3145
  0.0200: 3.5077, 3.5621, 3.5622
light mass 2000 m_e; u 1.257
  hindered 2.0576 R; bands 2.0582 R
W/kT, harmonic = free: 0.8660; e/pi 0.8653
W/kT, harmonic = hindered: 0.9680
W/kT at largest excess 2.669; excess 0.2296 R
high barrier 0.040 hartree; excess/(kT/2W) 1.0401
q ratio hindered/harmonic 1.1960; bands 1.1974
exp(entropy difference/R) 1.4739
slope dS_ads/dS_gas: by mass, by temperature
  free: 0.9975, 0.7970
  harmonic: 0.9950, 1.1940
  hindered: 0.9950, 1.3195
  bands: 0.9949, 1.3193
no test failed
```
